Static surface reflection of a metal from its bulk nonlocal dielectric function

**1. Definitions and conventions**

Hartree atomic units are used until the numerical example of the contact. A metal fills z < 0. The half-space z > 0 holds a medium with a constant dielectric constant ε_b; ε_b = 1 is vacuum. The electrostatic potential φ obeys ∇²φ = −4πρ, where ρ is the total charge density, and an electron in it has potential energy −φ. All fields are static and weak, so the response is linear.

The interface is uniform along its plane, so each in-plane wavevector can be treated alone. Its magnitude is q > 0, and the common in-plane phase factor is left out. Charges placed far out at positive z send in a potential e^{qz}, which solves φ'' = q²φ. The metal answers with a potential that decays outwards:

φ(z) = e^{qz} − g(q) e^{−qz}, z > 0. (1)

This defines the surface reflection coefficient g. With the minus sign, an ideal conductor, which has φ(0) = 0, has g = 1.

In the bulk metal a three-dimensional wavevector has magnitude k, with k² = q² + k_z². The induced charge follows the total potential through a polarizability Π:

ρ_ind(k) = −Π(k) φ(k).

Poisson's equation with an external charge is k²φ = 4π(ρ_ext + ρ_ind). The dielectric function is defined by k²εφ = 4πρ_ext, hence

k²ε(k) = k² + 4πΠ(k). (2)

A dependence of ε on k means that the response is nonlocal in space.

**2. The simple case: Thomas-Fermi**

Suppose first that the electron density at a point depends on the potential at that point alone. For a free-electron gas the density is n = k_F³/(3π²), and the Fermi energy is k_F²/2. A potential φ lowers the electron energy by φ, and the chemical potential stays fixed, so the local kinetic energy at the Fermi level rises by φ:

k_F δk_F = φ, δn = (k_F²/π²) δk_F = (k_F/π²) φ.

Electrons carry charge −1, so ρ_ind = −(k_F/π²)φ. With k_TF² = 4k_F/π, Poisson's equation inside the metal is

φ'' − q²φ = k_TF² φ, or φ'' = κ²φ, κ = √(q² + k_TF²).

The solution that vanishes deep in the metal is φ = A e^{κz}. At z = 0 the potential is continuous. No free charge sheet sits there, so the normal displacement is continuous too, and the metal's ion background is taken as unpolarizable:

1 − g = A, ε_b q(1 + g) = κA.

Eliminating A gives κ(1 − g) = ε_b q(1 + g), so that

g = (κ − ε_b q)/(κ + ε_b q). (3)

In vacuum this is (κ − q)/(κ + q). It tends to 1 for q ≪ k_TF, where the metal acts as an ideal conductor, and to 0 for q ≫ k_TF, where the field varies too fast to be screened.

The metal entered the matching through one number, the ratio of potential to slope just inside. Define

ε_s(q) = q φ(0)/φ'(0⁻). (4)

For any metal with linear response and a sharp edge that carries no charge sheet, continuity of φ gives φ(0) = 1 − g, and continuity of the displacement gives φ'(0⁻) = ε_b q(1 + g). Then (4) reads 1 − g = ε_b ε_s(1 + g), and

g = (1 − ε_b ε_s)/(1 + ε_b ε_s). (5)

Thomas-Fermi has ε_s = q/κ, which returns (3). The remaining task is to find ε_s for a nonlocal metal.

**3. The general case: specular reflection**

The density at z now depends on the potential along the paths of the electrons that reach z, and some of these have struck the surface. Under specular reflection an electron that hits the surface keeps its in-plane velocity and reverses its normal velocity. Unfold such a path at the surface: the electron then moves straight on through an unbounded metal, in which the potential beyond z = 0 is the mirror image of the potential inside. Hence the metal responds as a bulk does to the even extension

φ_M(z) = φ(−|z|).

For z < 0 this means

ρ_ind(z) = −∫_{−∞}^{∞} Π(z − z') φ_M(z') dz' = −∫_{−∞}^{0} [Π(z − z') + Π(z + z')] φ(z') dz'. (6)

The second form follows by changing z' to −z' in the half z' > 0. Here Π(z) is the Fourier transform of Π(k) over k_z at fixed q.

Equation (6) is a model. It leaves out the interference between incoming and reflected electron waves, which modulates the density near a real surface, and the spilling of electrons past the edge.

Take the charge generated by φ_M in the whole unbounded metal and call it ρ_M. It is even in z because Π and φ_M are. Away from z = 0, φ_M'' − q²φ_M = −4πρ_M. At z = 0 the slope of φ_M changes from φ'(0⁻) to −φ'(0⁻), a jump of −2φ'(0⁻), and the second derivative of a function with a jump in slope contains a delta function of that strength:

φ_M'' − q²φ_M = −4πρ_M − 2φ'(0⁻) δ(z).

The last term acts as a fictitious charge sheet that drives the unbounded metal. Now take the Fourier transform ∫ dz e^{−ik_z z}. The left side becomes −k²φ_k, and 4πρ_k = −4πΠφ_k = −k²(ε − 1)φ_k by (2). Therefore

−k²φ_k = k²(ε − 1)φ_k − 2φ'(0⁻),

k²ε(k) φ_k = 2φ'(0⁻).

The inverse transform at z = 0 is

φ(0) = (1/2π) ∫ dk_z φ_k = (φ'(0⁻)/π) ∫_{−∞}^{∞} dk_z/[k²ε(k)].

Inserting this in (4) gives

ε_s(q) = (q/π) ∫_{−∞}^{∞} dk_z/[k²ε(k)], k² = q² + k_z². (7)

Equations (5) and (7) express g through the bulk dielectric function. They require that k²ε(k) has no zero for k ≥ q. This holds whenever Π ≥ 0.

**4. Limits of the general formula**

*Thomas-Fermi.* The local response has 4πΠ = k_TF², so k²ε = k_z² + κ². Since ∫_{−∞}^{∞} dk_z/(k_z² + κ²) = π/κ, equation (7) gives ε_s = q/κ. The result (3) of the differential equation is recovered.

*Constant ε.* Here the integral is π/(εq), so (7) gives ε_s = 1/ε and g = (ε − ε_b)/(ε + ε_b), the image factor of two ordinary dielectrics. The polarization of such a medium ends in a charge sheet at its surface, so in this case φ'(0⁻) in (4) must be read as the normal displacement, ε times the slope inside.

*Short waves.* At large q the electrons cannot follow, ε → 1 and ε_s → 1, so g → (1 − ε_b)/(1 + ε_b). In vacuum this is zero. For ε_b > 1 it is negative, because the metal then acts as an empty half-space beside a polarizable medium.

**5. A quantum metal: the Lindhard function**

For free electrons Π follows from first-order perturbation theory. The perturbing energy −φ mixes into the plane wave p the waves p ± k, with amplitudes φ_k/(E_{p±k} − E_p) and E_p = p²/2. Each admixture interferes with the original wave and contributes to the density at wavevector k. After summation over the Fermi sphere the two contributions are equal, because p may be replaced by −p. With a factor 2 for spin,

Π(k) = 4 ∫_{p<k_F} d³p/(2π)³ · 1/(k²/2 + **p**·**k**),

taken as a principal value; transitions between two occupied states cancel in pairs. The angular integral gives

Π(k) = (1/(π²k)) ∫_0^{k_F} p ln|(p + k/2)/(p − k/2)| dp.

With a = k/2, the integrand p ln|(p + a)/(p − a)| has the antiderivative ½(p² − a²) ln|(p + a)/(p − a)| + ap, which vanishes at p = 0. Writing x = k/(2k_F),

4πΠ(k) = k_TF² L(x), L(x) = ½ + ((1 − x²)/(4x)) ln|(1 + x)/(1 − x)|. (8)

As x → 0 the logarithm tends to 2x and L → 1, so long waves see Thomas-Fermi screening. At other x, L is smaller. For x < 1, expanding the logarithm gives

L = 1 − ½ Σ_{j≥1} x^{2j} [1/(2j − 1) − 1/(2j + 1)] < 1.

For x > 1 the second term of L is negative, so L < ½. A smaller Π makes ε_s larger by (7), and (5) falls as ε_s rises. At equal k_F and q, the Lindhard metal therefore has a smaller g than the Thomas-Fermi metal.

Take a free-electron metal with one electron per sphere of radius r_s = 3 bohr. Then k_F = (9π/4)^{1/3}/r_s = 0.6397 and k_TF = 0.9025 bohr⁻¹. Adaptive quadrature of (7) gives, in vacuum:

q (bohr⁻¹): ε_s; g Lindhard; g Thomas-Fermi
0.1: 0.1183; 0.7884; 0.8016
0.3: 0.3412; 0.4912; 0.5204
0.6: 0.6090; 0.2430; 0.2873
1.0: 0.8342; 0.0904; 0.1479
2.0: 0.9890; 0.0055; 0.0463

At q = 0.3, for example, g = (1 − 0.3412)/(1 + 0.3412) = 0.4912.

The same g can be had without the even extension's Fourier solution. Equation (6) and the Coulomb integral for φ were solved as a linear system on 800 cells of width 0.05 bohr. For these five q, and for ε_b = 1 and 10, the result differs from (5) and (7) by at most 5.4 × 10⁻⁵ in g.

The two metals part at large q. There L ≈ 1/(3x²) = 4k_F²/(3k²), and 1 − ε_s ≈ (q/π)∫dk_z 4πΠ/k⁴. With ∫dk_z/k⁴ = π/(2q³) and ∫dk_z/k⁶ = 3π/(8q⁵), and g ≈ (1 − ε_s)/2 in vacuum,

g_TF ≈ k_TF²/(4q²), g_Lindhard ≈ k_TF²k_F²/(4q⁴).

Their ratio k_F²/q² is 0.10 at q = 2, against 0.12 from the table. Thomas-Fermi theory lets the density follow ripples shorter than the electrons' own wavelength.

**6. Long waves: the image plane**

Write ε_s = qD(q), with D(q) = (2/π)∫_0^∞ dk_z/[k²ε(k)], and let ℓ = D(0):

ℓ = (2/π) ∫_0^∞ dk/[k²ε(k)]. (9)

For a metal k²ε tends to a positive constant as k → 0, so the integral converges. D depends on q through q². The Lindhard function has a singularity at k = 2k_F of the form (k − 2k_F) ln|k − 2k_F|, whose derivative is still integrable, so D = ℓ + O(q²) and ε_s = qℓ + O(q³).

By (4), ℓ = φ(0)/φ'(0⁻) as q → 0: it is the penetration length of a uniform field. In Thomas-Fermi theory ℓ = 1/k_TF = 1.108 bohr at r_s = 3. The Lindhard function gives 1.189 bohr.

Let d = ε_b ℓ. With X = ε_b ε_s = qd + O(q³), equation (5) gives

ln g = ln(1 − X) − ln(1 + X) = −2(X + X³/3 + …) = −2qd + O(q³). (10)

There is no q² term. For the Lindhard metal with ε_b = 2, doubling q from 0.02 to 0.04 bohr⁻¹ multiplies the remainder ln g + 2qd by 8.03, close to the factor 8 of a cubic law.

Now put a charge Q at z₀ > 0. Its own potential on the axis through it is (Q/ε_b)∫_0^∞ dq e^{−q|z − z₀|}. Between the charge and the metal each component is e^{−qz₀}e^{qz}, which (1) reflects into −g e^{−q(z + z₀)}. The induced potential on the axis is

φ_ind(z) = −(Q/ε_b) ∫_0^∞ dq g(q) e^{−q(z + z₀)}.

The force on the charge is −Q ∂φ_ind/∂z at z = z₀, with z₀ held fixed in the derivative:

f(z₀) = −(Q²/ε_b) ∫_0^∞ dq q g(q) e^{−2qz₀}.

The energy, zero at infinity, is V(z) = ∫_z^∞ f dz'. For an electron, Q² = 1 and

V(z) = −(1/(2ε_b)) ∫_0^∞ dq g(q) e^{−2qz}. (11)

This is half of Qφ_ind taken at the electron. The reason is that φ_ind depends on z + z₀ alone: moving the electron changes both terms of the sum, while the force comes from the change in z only. At large z small q dominates, and (10) gives

V(z) = −1/[4ε_b(z + d)] + O(z⁻⁴), z ≫ d. (12)

In this model the electron is attracted as by an ideal conductor whose surface lies a depth d inside the metal. At a real metal surface in vacuum, electrons spill past the edge of the ion background, and density-functional calculations for simple metals place the image plane outside that edge. Even the sign of the shift should therefore not be taken from the sharp-edge model. Within the model, the outer medium multiplies the penetration length ℓ by ε_b to give d, because a field F outside enters the metal as ε_b F.

Close to the interface (12) fails. With ε_b > 1, g changes sign where ε_b ε_s = 1, which for large ε_b is already near q = 1/d, and V turns repulsive. For ε_b = 10 and r_s = 3, g vanishes at q = 0.084 bohr⁻¹ and the force on the electron is repulsive below 9 bohr. The range of this repulsion depends on assumptions of the model: the sharp edge, an ε_b that stays constant at all wavevectors, and the unpolarizable ion background. Giving the background a dielectric constant of 5, so that k²ε = 5k² + 4πΠ, shrinks the range to 3 bohr without removing it. Its size should not be read as a property of a real contact.

**7. Adding a uniform field**

At a Schottky contact the depletion field pushes electrons away from the metal. Let F > 0 be the force on an electron, taken as uniform near the interface. Its energy −φ has slope −F, so φ'(0⁺) = F. Just inside the metal φ'(0⁻) = ε_b F, and φ(0) = ℓε_b F = Fd relative to the deep metal. The field thus lowers the electron energy at the interface by Fd. With (12) the barrier energy, measured from its zero-field value far from the metal, is

U(z) ≈ −F(z + d) − 1/[4ε_b(z + d)]. (13)

Both terms depend on Z = z + d alone. Setting dU/dZ = 0 gives

Z_m = 1/(2√(ε_b F)), −U(Z_m) = 2F Z_m = √(F/ε_b). (14)

These are the values of an ideal conductor, with Z in place of z. To this order the peak moves toward the metal by d and the lowering does not change: at the shifted peak the image energy is that of the ideal conductor, and the drop Fd inside the metal makes up for the shorter path in the field outside.

**8. Example: a metal on lightly doped n-GaN**

Take the r_s = 3 Lindhard metal and round, rough values for the semiconductor: ε_b = 10, F = 0.05 MV/cm and T = 300 K. The image-plane depth is

d = 10 × 1.189 bohr = 11.89 bohr = 0.629 nm.

In engineering units F = 0.005 V/nm, and the Coulomb constant e/(4πε₀) is 1.440 V nm. Equation (14) becomes

Z_m = √[1.440/(4 × 10 × 0.005)] nm = 2.683 nm,

lowering = 2 × 5 meV/nm × 2.683 nm = 26.83 meV.

The peak should then lie at 2.683 − 0.629 = 2.054 nm. Evaluating (11) with the full g(q) by Gauss-Legendre quadrature, and maximizing the energy numerically, puts it at 2.01 nm with a lowering of 26.7 meV. The drop inside the metal, Fd = 5 × 0.629 = 3.15 meV, is part of this; leaving it out would give 23.6 meV. With kT = 25.85 meV, the lowering multiplies thermionic emission over this peak by exp(26.73/25.85) = 2.8, at a fixed prefactor. The peak is only a local maximum of the model's energy: on the metal side the energy dips by 5.4 meV, at 0.53 nm, and below 0.31 nm the repulsion of section 6 lifts it above the peak. The factor 2.8 assumes that this wall is absent at a real contact.

A separate peak exists only while the image attraction can balance F. In this model the attraction passes through a maximum before it turns repulsive. Scanning its strength over z gives a limit of 0.12 MV/cm, above which there is no separate peak and (14) does not apply. This limit is sensitive to the unpolarizable ion background: a background dielectric constant of 2 raises it to 0.27 MV/cm, and one of 5 to 0.86 MV/cm.

**9. What the model leaves out**

*The lattice.* An electron with speed √(kT/m), m = 0.2 electron masses, crosses 2.01 nm in 13 fs. A polar lattice vibration of rough energy 90 meV has a period of 46 fs and responds on the scale of 46/(2π) = 7 fs, so the lattice response is delayed on the time scale of the crossing and depends on the electron's path. The opposite of the static case is a lattice that does not move at all. The image part then uses the electronic constant, roughly 5.3, while the steady field keeps ε_b = 10; the peak moves to 3.35 nm and the lowering rises to 38.3 meV, 43% above the static result. This is a limiting case, not an estimate for a thermal electron.

*Exchange in the metal.* In atomic units the local exchange potential −(3n/π)^{1/3} has slope −π/k_F² in n. It adds (π/k_F²)δn to the potential that drives the electrons, so δn = Π[φ + (π/k_F²)δn], and Π becomes Π/(1 − πΠ/k_F²). Then ℓ falls to 0.93 bohr and the peak lies at 2.17 nm, but the lowering, 26.8 meV, hardly moves. Correlation is still left out.

*An interface gap.* Across a vacuum gap of width s the potential is a sum of cosh and sinh terms. Carrying φ and φ' across it replaces ε_s by (ε_s + t)/(1 + ε_s t), with t = tanh(qs). At small q this adds s to ℓ and ε_b s to d. A gap of 0.05 nm adds 0.5 nm to d and cuts the limiting field to 0.037 MV/cm, below the field of the example: the separate peak is lost. The peak's existence thus depends on interface detail finer than an atomic spacing, which a sharp-edge model cannot supply.

*The semiconductor.* For 10¹⁶ donors per cm³, the depletion width is 276 nm and the band bending 0.69 eV; the field changes by 0.7% up to the peak. The tunnelling energy (eħ/2)√(N/(mε_bε₀)), with N the donor density, is 1.3 meV, far below kT, so tunnelling through the depletion layer is weak. Tunnelling through the narrow crest of the barrier is a separate correction, which the factor 2.8 leaves out; a parabolic fit to the crest (ħω = 37 meV) puts it near 9%. The electron's thermal wavelength, 9.6 nm, exceeds the distance to the peak, so the classical picture of the crossing is itself approximate. The donor density is 0.0045 of the conduction band's effective density of states, so the electrons are nondegenerate. The field is about 0.02 of a rough breakdown field of 3 MV/cm.

*Beside a real contact.* The doping and field suit a lightly doped GaN layer near zero bias. The metal is idealized: a transition metal such as nickel has d electrons, which the free-electron gas lacks. At fixed doping the band bending grows as F², so the model's limit of 0.12 MV/cm is reached at 0.69 × (0.12/0.05)² = 4.0 eV, after a few volts of reverse bias; a polarizable background in the metal would raise this limit severalfold (section 8). Real interfaces also break the assumption of an abrupt, clean edge, and the gap estimate shows that this can remove the model's peak altogether. Equation (14) may serve as an estimate of the lowering when Z_m is several times the size of the image-plane shift at the actual interface, which this model cannot supply; using a single dielectric constant in its image part is a further approximation when the lattice responds on the time scale of the electron's transit.
